# Isotropic and Anisotropic Raman Spectra from Polarizability Autocorrelations

A polarized laser beam crosses a liquid, and the light scattered to the side is recorded twice: once with the analyzer parallel to the laser polarization and once perpendicular to it. The two spectra differ. Some bands almost vanish in the perpendicular setting, while others keep three quarters of their parallel intensity. A molecular dynamics simulation provides the polarizability tensor of the sample along a trajectory, in axes fixed to the simulation cell. The task is to obtain both spectra from that tensor and to find what fixes their ratio.

## Scattered light and correlation functions

Let the laser field be \(E_0\cos\omega_L t\) along \(z\), with the beam in the \(xy\) plane, and let the detector look along \(y\). The polarization is then perpendicular to the scattering plane. The analyzer passes \(z\) (setting VV) or \(x\) (setting VH). The sample is small compared with the wavelength, light scatters once, and the laser is far from electronic resonance. The polarizability \(\boldsymbol\alpha(t)\) of the whole sample is then taken as a real symmetric tensor, and the induced dipole along the analyzer direction \(s\) is

\[
\mu_s(t)=\alpha_{sz}(t)\,E_0\cos\omega_L t. \tag{1}
\]

For a long record of length \(T\), define \(\tilde\alpha_{sz}(\omega)=\int_0^T\alpha_{sz}(t)e^{-i\omega t}dt\). Writing the cosine as two exponentials gives

\[
\tilde\mu_s(\omega_s)=\tfrac12E_0\left[\tilde\alpha_{sz}(\omega_s-\omega_L)+\tilde\alpha_{sz}(\omega_s+\omega_L)\right].
\]

Nuclear motion is slow compared with the light, so the second term is negligible near \(\omega_s=\omega_L-\omega\). The radiated field is proportional to \(\ddot\mu_s\), which multiplies the Fourier amplitude by \(-\omega_s^2\). Since \(\alpha_{sz}\) is real, \(|\tilde\alpha_{sz}(-\omega)|=|\tilde\alpha_{sz}(\omega)|\), and the scattered power per unit frequency obeys

\[
P_s(\omega_L-\omega)\propto(\omega_L-\omega)^4\,\frac{\langle|\tilde\alpha_{sz}(\omega)|^2\rangle}{T}. \tag{2}
\]

Positive \(\omega\) is the Stokes side, where the light loses energy. In a stationary ensemble the average depends on the time difference \(\tau=t'-t\) alone:

\[
\begin{aligned}
\frac{\langle|\tilde\alpha_{sz}|^2\rangle}{T}
&=\frac1T\int_0^T\!\!dt\int_0^T\!\!dt'\,e^{-i\omega(t'-t)}\langle\alpha_{sz}(t)\alpha_{sz}(t')\rangle\\
&=\int_{-T}^{T}\!\Big(1-\frac{|\tau|}{T}\Big)e^{-i\omega\tau}\langle\alpha_{sz}(0)\alpha_{sz}(\tau)\rangle\,d\tau .
\end{aligned}
\]

The factor in parentheses is the fraction of the record in which a pair separated by \(\tau\) fits. For \(T\) much longer than the correlation time it tends to one, and

\[
S_{sz}(\omega)=\int_{-\infty}^{\infty}e^{-i\omega t}\langle\alpha_{sz}(0)\alpha_{sz}(t)\rangle\,dt\;\ge 0. \tag{3}
\]

The sign follows because \(S_{sz}\) is a limit of averaged squares. Undamped motion gives delta functions with non-negative weights, and a nonzero mean of \(\alpha_{sz}\) gives one at \(\omega=0\).

## Averaging over orientations

Split the tensor into its mean and a traceless part:

\[
\boldsymbol\alpha=a\mathbf 1+\boldsymbol\beta,\qquad a=\tfrac13\mathrm{Tr}\,\boldsymbol\alpha,\qquad \mathrm{Tr}\,\boldsymbol\beta=0. \tag{4}
\]

In an isotropic sample, a trajectory and the same trajectory rotated as a whole are equally probable. We may therefore replace \(\boldsymbol\alpha(t)\) by \(R\boldsymbol\alpha(t)R^{T}\) and average over \(R\), with the same \(R\) at all times. Let \(\mathbf u\) and \(\mathbf v\) be the \(z\) and \(x\) rows of \(R\). They are orthonormal and randomly oriented, and

\[
\alpha_{zz}\to\mathbf u\cdot\boldsymbol\alpha\mathbf u,\qquad \alpha_{xz}\to\mathbf v\cdot\boldsymbol\alpha\mathbf u. \tag{5}
\]

Independent rotations at the two times would be wrong. Each factor would then be averaged separately, giving \(a\) for VV and zero for VH, and the correlation of \(\boldsymbol\beta\) would be lost.

The moments of \(\mathbf u\) are needed first. Its component \(u_z=c\) is uniformly distributed on \([-1,1]\), so \(\langle u_z^2\rangle=\frac12\int_{-1}^1c^2dc=\frac13\) and \(\langle u_z^4\rangle=\frac12\int_{-1}^1c^4dc=\frac15\). Multiplying \(u_x^2+u_y^2+u_z^2=1\) by \(u_z^2\) and averaging gives

\[
\tfrac13=\tfrac15+2\langle u_x^2u_z^2\rangle\quad\Rightarrow\quad\langle u_x^2u_z^2\rangle=\tfrac1{15}.
\]

Averages containing an odd power of any component vanish by reflection. These values are collected in

\[
\langle u_iu_j\rangle=\tfrac13\delta_{ij},\qquad
\langle u_iu_ju_ku_l\rangle=\tfrac1{15}\left(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right). \tag{6}
\]

With four equal indices the bracket is 3, with two different pairs it is 1, and otherwise it is 0, as required.

Write \(\boldsymbol\alpha_0\) and \(\boldsymbol\alpha_t\) for the tensors at times 0 and \(t\). Contracting (6) with \((\alpha_0)_{ij}(\alpha_t)_{kl}\), and using the symmetry of the tensors to equate the last two terms, gives

\[
\langle(\mathbf u\cdot\boldsymbol\alpha_0\mathbf u)(\mathbf u\cdot\boldsymbol\alpha_t\mathbf u)\rangle_R
=\tfrac1{15}\left[\mathrm{Tr}\,\boldsymbol\alpha_0\,\mathrm{Tr}\,\boldsymbol\alpha_t+2\,\mathrm{Tr}(\boldsymbol\alpha_0\boldsymbol\alpha_t)\right]. \tag{7}
\]

From (4), \(\mathrm{Tr}\,\boldsymbol\alpha_0\,\mathrm{Tr}\,\boldsymbol\alpha_t=9a_0a_t\). In the other trace the cross terms contain \(\mathrm{Tr}\,\boldsymbol\beta=0\), leaving \(\mathrm{Tr}(\boldsymbol\alpha_0\boldsymbol\alpha_t)=3a_0a_t+\mathrm{Tr}(\boldsymbol\beta_0\boldsymbol\beta_t)\). Hence

\[
\langle\alpha_{zz}(0)\alpha_{zz}(t)\rangle_R=a_0a_t+\tfrac2{15}\mathrm{Tr}(\boldsymbol\beta_0\boldsymbol\beta_t). \tag{8}
\]

For VH, hold \(\mathbf u\) fixed first. The vector \(\mathbf v=\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2\) is uniformly distributed on the circle perpendicular to \(\mathbf u\). Since \(\cos^2\phi\) and \(\sin^2\phi\) average to \(\frac12\) and their cross term averages to zero,

\[
\langle v_iv_k\rangle_{\mathbf u}=\tfrac12(\delta_{ik}-u_iu_k). \tag{9}
\]

Averaging over \(\mathbf v\) and then over \(\mathbf u\), with (6) and (7),

\[
\begin{aligned}
\langle\alpha_{xz}(0)\alpha_{xz}(t)\rangle_R
&=\tfrac12\left\langle\mathbf u\cdot\boldsymbol\alpha_0\boldsymbol\alpha_t\mathbf u-(\mathbf u\cdot\boldsymbol\alpha_0\mathbf u)(\mathbf u\cdot\boldsymbol\alpha_t\mathbf u)\right\rangle_R\\
&=\tfrac12\left[\tfrac5{15}\mathrm{Tr}(\boldsymbol\alpha_0\boldsymbol\alpha_t)-\tfrac1{15}\mathrm{Tr}\,\boldsymbol\alpha_0\,\mathrm{Tr}\,\boldsymbol\alpha_t-\tfrac2{15}\mathrm{Tr}(\boldsymbol\alpha_0\boldsymbol\alpha_t)\right]\\
&=\tfrac1{30}\left[3\,\mathrm{Tr}(\boldsymbol\alpha_0\boldsymbol\alpha_t)-\mathrm{Tr}\,\boldsymbol\alpha_0\,\mathrm{Tr}\,\boldsymbol\alpha_t\right]\\
&=\tfrac1{30}\left[9a_0a_t+3\,\mathrm{Tr}(\boldsymbol\beta_0\boldsymbol\beta_t)-9a_0a_t\right]
=\tfrac1{10}\mathrm{Tr}(\boldsymbol\beta_0\boldsymbol\beta_t).
\end{aligned}\tag{10}
\]

The mean polarizability has dropped out: an isotropic tensor induces a dipole parallel to the field and sends nothing through a crossed analyzer.

## The two spectra and the depolarization ratio

Define the isotropic and anisotropic spectra by

\[
\begin{aligned}
S_{\rm iso}(\omega)&=\int_{-\infty}^{\infty}e^{-i\omega t}\langle a(0)a(t)\rangle\,dt,\\
S_{\rm an}(\omega)&=\int_{-\infty}^{\infty}e^{-i\omega t}\langle\mathrm{Tr}\,\boldsymbol\beta(0)\boldsymbol\beta(t)\rangle\,dt.
\end{aligned}\tag{11}
\]

Taking the ensemble average and Fourier transform of (8) and (10) gives

\[
S_{VV}=S_{\rm iso}+\tfrac2{15}S_{\rm an},\qquad S_{VH}=\tfrac1{10}S_{\rm an}. \tag{12}
\]

Conversely, \(S_{\rm an}=10S_{VH}\) and \(S_{\rm iso}=S_{VV}-\frac43S_{VH}\), so two polarized measurements separate the invariants. The prefactor in (2) is common to both settings and cancels in the depolarization ratio

\[
\rho(\omega)=\frac{S_{VH}}{S_{VV}}=\frac{3S_{\rm an}}{30S_{\rm iso}+4S_{\rm an}}. \tag{13}
\]

The argument leading to (3) applies to \(a\) and to each component of \(\boldsymbol\beta\), so both spectra in (11) are non-negative. Subtracting (13) from \(\frac34\),

\[
\frac34-\rho=\frac{3(30S_{\rm iso}+4S_{\rm an})-12S_{\rm an}}{4(30S_{\rm iso}+4S_{\rm an})}
=\frac{45\,S_{\rm iso}}{2(30S_{\rm iso}+4S_{\rm an})}\ge0. \tag{14}
\]

Thus \(0\le\rho\le\frac34\) wherever there is scattering, and \(\rho=\frac34\) where \(S_{\rm iso}=0\) and \(S_{\rm an}>0\). A purely isotropic signal has \(\rho=0\).

The symmetry of the tensor is essential. For an antisymmetric tensor \(\mathbf A\), which can contribute near resonance, \(\mathbf u\cdot\mathbf A\mathbf u=0\), so VV vanishes. By (9), VH has the average \(\frac12\langle|\mathbf A\mathbf u|^2\rangle=\frac16\mathrm{Tr}(\mathbf A\mathbf A^T)>0\). The ratio can then exceed \(\frac34\) without limit.

The value also depends on the illumination. Let an unpolarized beam travel along \(x\), so that \(y\) and \(z\) polarizations contribute equally and incoherently. The \(x\) analyzer collects \(xy\) and \(xz\), which gives \(2S_{VH}\); the \(z\) analyzer collects \(zz\) and \(zy\), which gives \(S_{VV}+S_{VH}\). The ratio is \(2\rho/(1+\rho)\), or \(\frac67\) for \(\rho=\frac34\).

In a simulation, (11) is evaluated from time averages of the invariants. This performs the average over sample orientations analytically and uses all tensor components. It does not remove any influence of the periodic cell, which is not itself isotropic, on the dynamics. The tensor must be that of the whole sample, since its autocorrelation includes the cross terms between molecules.

## A vibrational mode

Consider a molecule whose polarizability varies linearly with a normal coordinate \(Q\), \(\boldsymbol\alpha=\boldsymbol\alpha_{\rm eq}+\boldsymbol\alpha'Q\), where \(\boldsymbol\alpha'=a'\mathbf 1+\boldsymbol\beta'\) is the derivative at equilibrium. Without rotation, and with \(Q\) uncorrelated with other modes, its contributions to the correlation functions in (11) are \(a'^2\langle Q(0)Q(t)\rangle\) and \(\mathrm{Tr}\,\boldsymbol\beta'^2\langle Q(0)Q(t)\rangle\). The common factor cancels:

\[
\rho=\frac{\frac1{10}\mathrm{Tr}\,\boldsymbol\beta'^2}{a'^2+\frac2{15}\mathrm{Tr}\,\boldsymbol\beta'^2}. \tag{15}
\]

Suppose a symmetry operation \(O\) of the equilibrium molecule reverses \(Q\). Then \(\boldsymbol\alpha(-Q)=O\boldsymbol\alpha(Q)O^T\). The trace is unchanged by \(O\), so \(a(-Q)=a(Q)\) and \(a'=0\). If \(\boldsymbol\beta'\ne0\), the mode is purely anisotropic and \(\rho=\frac34\).

Classical nuclei give the wrong absolute intensity unless \(\hbar\omega\ll k_BT\). With mass-weighted \(Q\), the equipartition value \(\langle Q^2\rangle=k_BT/\omega^2\) is shared equally between the lines at \(\pm\omega\), so the classical Stokes weight is \(k_BT/(2\omega^2)\). In quantum mechanics, \(\langle Q(0)Q(t)\rangle=\sum_{nm}p_n|Q_{nm}|^2e^{i(E_m-E_n)t/\hbar}\), with \(p_n\) the thermal populations. The Stokes line comes from \(n\to n+1\), where \(|Q_{n,n+1}|^2=\hbar(n+1)/(2\omega)\). With \(x=\hbar\omega/k_BT\) and \(\langle n+1\rangle=1/(1-e^{-x})\), the ratio of quantum to classical weight is

\[
\frac{\hbar}{2\omega(1-e^{-x})}\,\frac{2\omega^2}{k_BT}=\frac{x}{1-e^{-x}}. \tag{16}
\]

This factor holds for a harmonic mode that enters linearly. It multiplies both polarizations and leaves \(\rho\) unchanged.

## Rotation and the shape of a band

Rotation of a rigid frame leaves \(a(t)\) unchanged but turns \(\boldsymbol\beta(t)\). Take a model rotor with equal moments of inertia, which turns freely about a fixed axis \(\mathbf n\) at angular frequency \(\Omega\). With \(\mathbf n\) as the third axis, let \(b=\mathbf n\cdot\boldsymbol\beta\mathbf n\). The traceless tensor has three parts:

- the diagonal part \(b\,\mathrm{diag}(-\frac12,-\frac12,1)\), which does not change and has squared norm \(\frac32b^2\);
- the components \(\beta_{13},\beta_{23}\), which turn as a vector through \(\Omega t\) and, each occurring twice, have squared norm \(2(|\boldsymbol\beta\mathbf n|^2-b^2)\);
- the traceless part of the 1–2 block, which turns through \(2\Omega t\).

Therefore, for a tensor fixed in the body,

\[
\begin{gathered}
\mathrm{Tr}\,\boldsymbol\beta(0)\boldsymbol\beta(t)=W_0+W_1\cos\Omega t+W_2\cos2\Omega t,\\
W_0=\tfrac32b^2,\quad W_1=2(|\boldsymbol\beta\mathbf n|^2-b^2),\quad W_2=\mathrm{Tr}\,\boldsymbol\beta^2-W_0-W_1.
\end{gathered}\tag{17}
\]

If the tensor is multiplied by \(\cos(\omega_vt+\varphi)\), the time average adds a factor \(\frac12\cos\omega_vt\). Let the weight of a line be the coefficient of \(e^{i\omega t}\) in the correlation function. The anisotropic weights are then \(W_0/4\) at \(\omega_v\), \(W_1/8\) at each of \(\omega_v\pm\Omega\), and \(W_2/8\) at each of \(\omega_v\pm2\Omega\). The isotropic weight is \(a^2/4\), at \(\omega_v\) alone.

Choose \(\mathbf n=(1,2,2)/3\), a rotation frequency of 1 THz, and a vibration at 30 THz with amplitude tensor \(\mathrm{diag}(1,1,4)\) bohr³. Then \(a=2\) bohr³ and \(\boldsymbol\beta=\mathrm{diag}(-1,-1,2)\) bohr³. In units of bohr⁶,

\[
b^2=\tfrac19,\quad |\boldsymbol\beta\mathbf n|^2=\tfrac{21}9,\quad
W_0=\tfrac16,\quad W_1=\tfrac{40}9,\quad W_2=6-\tfrac16-\tfrac{40}9=\tfrac{25}{18}.
\]

The anisotropic weights are 0.0417 at 30 THz, 0.556 at 29 and 31 THz, and 0.174 at 28 and 32 THz. The isotropic weight is 1 at 30 THz. At the band centre,

\[
\rho=\frac{0.00417}{1+0.00556}=0.0041,
\]

while each side line has \(\rho=\frac34\). Summed over the band, the anisotropic weight is \(6/4=1.5\), and

\[
\rho_{\rm band}=\frac{0.15}{1+0.20}=0.125,
\]

which is the value given by (15). A ratio read at the peak and a ratio of integrated intensities are thus different quantities when rotation spreads the anisotropic part. For a traceless vibration, such as \(\mathrm{diag}(1,-1,0)\) bohr³ at 45 THz on the same rotor, the distinction disappears: every line of the band has \(\rho=\frac34\).

## The vibrations of water

A water molecule shows both kinds of mode. At the Hartree–Fock/6-31++G** level, with spherical d functions, the optimized bond length is 0.943 Å and the angle 107.1°. Harmonic modes follow from finite differences of the energy gradient. Static polarizabilities from the coupled-perturbed Hartree–Fock equations, at geometries displaced both ways along each mode, give \(\boldsymbol\alpha'\) by central differences. The derivatives are in Å² u\(^{-1/2}\), with u the atomic mass unit.

| Mode | cm⁻¹ | \(\lvert a'\rvert\) | \(\sqrt{\mathrm{Tr}\,\boldsymbol\beta'^2}\) | \(\rho\) |
|---|---:|---:|---:|---:|
| Bend | 1729 | 0.095 | 0.524 | 0.60 |
| Symmetric stretch | 4150 | 1.151 | 1.373 | 0.12 |
| Antisymmetric stretch | 4272 | 0.000 | 1.906 | 0.75 |

For the symmetric stretch, (15) reads

\[
\rho=\frac{0.1(1.373)^2}{(1.151)^2+\frac2{15}(1.373)^2}=\frac{0.189}{1.325+0.251}=0.12.
\]

The reflection that exchanges the hydrogens reverses the antisymmetric stretch, so its \(a'\) vanishes and its ratio is \(\frac34\) by symmetry. The same reflection leaves the other two modes unchanged and allows \(a'\ne0\). For the bend, however, \(a'\) is small compared with the anisotropic derivative, and the ratio reaches 0.60. A large ratio below \(\frac34\) therefore does not show that a mode breaks the molecular symmetry.

At 300 K the factor (16) is 8.3 for the bend and about 20 for the stretches, so classical nuclei would greatly underestimate these Stokes intensities while leaving the ratios unchanged. The ratios in the table describe bands integrated over rotation, with the coupling of rotation and vibration neglected, as well as the variation of the factor (16) and of the prefactor in (2) across a band, which largely cancels between the two wings. The calculation also leaves out electron correlation, anharmonicity, basis-set incompleteness, the frequency dependence of the polarizability and the liquid environment. All of these may change the two ratios not fixed by symmetry, and all except the frequency dependence of the polarizability may also change the wavenumbers. The basis matters for both: Hartree–Fock with the larger aug-cc-pVDZ set gives about 0.07 instead of 0.12 for the symmetric stretch and 0.64 instead of 0.60 for the bend. With aug-cc-pVTZ polarizabilities along the aug-cc-pVDZ modes, the small \(a'\) of the bend shrinks further and its ratio rises to about 0.74. A liquid environment can also break the reflection symmetry, for example through a hydrogen bond to only one of the hydrogens, and the third ratio can then fall below \(\frac34\). For an isolated molecule that keeps its reflection symmetry, the value \(\frac34\) for the antisymmetric fundamental does not depend on the level of theory, provided the scattering tensor is symmetric, the mode enters linearly and the coupling of rotation and vibration is neglected.
